# Logarithmic Band Edge of the Nearest-Neighbour fcc s Band

## What fails at this band edge

If a band edge in three dimensions is an isolated extremum with three nonzero curvatures, the energy can be expanded to second order about it. The surfaces of constant energy are then ellipsoids, and the density of states vanishes as the square root of the distance from the edge.

Applied to the top of the nearest-neighbour fcc s band, this recipe breaks down. At the point X, two of the three principal curvatures are zero, so the supposed ellipsoid has infinite volume. The density of states does not vanish at this edge. It diverges logarithmically.

The maximum lies on lines joining X and W. A line of extrema by itself gives only a finite step in the density of states, as in a two-dimensional parabolic band. The divergence needs a second ingredient: a transverse curvature that goes to zero at X, where two such lines cross.

## The band and the counting of states

Put one s orbital on each site of an fcc lattice with cubic edge $a$. The orbitals are orthogonal, the on-site energy is zero, and the hopping matrix element to each of the 12 nearest neighbours is $-t$ with $t>0$. The Bloch energy is

$$E(\mathbf k)=-t\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}.$$

Define $\theta_i=k_ia/2$ and $c_i=\cos\theta_i$. The four neighbours $(a/2)(\pm1,\pm1,0)$ contribute

$$\sum_{\pm,\pm}e^{i(\pm\theta_x\pm\theta_y)}=(2c_x)(2c_y)=4c_xc_y .$$

The other two planes contribute likewise, so

$$E=-4t\,(c_xc_y+c_yc_z+c_zc_x).$$

Measure depth below the energy $4t$, which will prove to be the top of the band, by

$$\delta=4t-E,\qquad s=\frac{\delta}{4t}=1+c_xc_y+c_yc_z+c_zc_x .$$

States are conveniently counted in the cube $-\pi<\theta_i\le\pi$. In $\mathbf k$ space its volume is $(4\pi/a)^3=64\pi^3/a^3$. The primitive cell of the crystal has volume $a^3/4$, so the Brillouin zone has volume $32\pi^3/a^3$. The cube therefore holds two zones. The second is reached by shifting every $\theta_i$ by $\pi$, which reverses all three cosines and leaves $E$ unchanged. An average over the cube is thus an average over the band.

Let $N(s)$ be the fraction of states with depth less than $s$, and let $g=dN/ds$. The density of states per atom and spin is $D(E)=g(s)/(4t)$, because $ds=d\delta/(4t)$.

## Where the maximum lies

The depth can be written as

$$s=\tfrac12\big[(1+c_x)(1+c_y)(1+c_z)+(1-c_x)(1-c_y)(1-c_z)\big].$$

To verify this, expand both products. The terms with one or three cosines cancel; the constants and the terms with two cosines add, giving $\tfrac12[2+2(c_xc_y+c_yc_z+c_zc_x)]$.

Neither product can be negative, so $s\ge0$ and $E\le4t$. Equality requires both products to vanish: one cosine must equal $-1$ and another must equal $+1$. The third is free. There are no other maxima.

Take $c_x=-1$ and $c_z=1$. Then

$$\mathbf k=\frac{2\pi}{a}(1,\eta,0),\qquad \theta_y=\pi\eta .$$

The point $\eta=0$ is X and $\eta=1/2$ is W. The point $\eta=1$ differs from $(2\pi/a)(0,0,-1)$ by the reciprocal lattice vector $(2\pi/a)(1,1,1)$, so it is again an X point. The whole line X–W–X has energy $4t$. In the Brillouin zone these lines are the diagonals of the square faces.

At the other end of the band all cosines are equal in sign and magnitude 1, which gives $s=4$ and $E=-12t$ at $\Gamma$. The width is $16t$. If $t$ is negative, the band is turned over: the lines form its bottom, and the nearest-neighbour results below hold with $|t|$ and with $\delta$ measured upwards. The section on second neighbours carries over only if $t_2$ is reversed in sign as well, since the band is turned over when both hoppings change sign.

## Across a line: a finite step

Near the line just chosen, write $\theta_x=\pi+p$, $\theta_z=r$ and $\theta_y=\theta$, with $p$ and $r$ small. To leading order,

$$1+c_x\approx\frac{p^2}{2},\quad 1-c_x\approx2,\quad 1-c_z\approx\frac{r^2}{2},\quad 1+c_z\approx2 .$$

Inserting these in the product form gives

$$s\approx\tfrac12(1+\cos\theta)\,p^2+\tfrac12(1-\cos\theta)\,r^2 .$$

The contour of depth $s$ is an ellipse with semi-axes $\sqrt{2s/(1\pm\cos\theta)}$. Its area is

$$A=\frac{2\pi s}{\sqrt{1-\cos^2\theta}}=\frac{2\pi s}{|\sin\theta|}.$$

A slice of the cube at fixed $\theta_y=\theta$ cuts two such lines, at $(\theta_x,\theta_z)=(\pi,0)$ and $(0,\pi)$. The slice has area $4\pi^2$, so the fraction of its states within $s$ of the top is

$$\frac{2A}{4\pi^2}=\frac{s}{\pi|\sin\theta|}.$$

This is linear in $s$, so its derivative is constant down to $s=0$: each slice with $\sin\theta\neq0$ has a finite step at the edge. The slices through X, at $\theta=0$ and $\pi$, are the exception: there one transverse curvature vanishes and the ellipse does not exist. Direct counting at $s=10^{-6}$ gives a fraction divided by $s$ of 0.3183 at W, where $\theta=90^\circ$, and 2.0347 at $\theta=9^\circ$. The formula gives 0.3183 and 2.0348. The last digit of the count at $9^\circ$ is grid error; the converged value is 2.0348.

The step grows towards X, and $\int d\theta/\sin\theta$ diverges there. This does not yet establish the law. For small $\theta$ the long semi-axis of the ellipse is about $2\sqrt s/\theta$. It becomes comparable with $\theta$ when $\theta\sim s^{1/4}$. Closer to X the states belong as much to the crossing line, and adding up slices line by line would count them twice. At the still smaller $\theta\sim\sqrt s$ the semi-axis is no longer small, and the ellipse itself fails. The region around X therefore needs its own calculation.

## At X: two lines cross

Let $\theta_x=\pi+p$, $\theta_y=q$ and $\theta_z=r$, all small. The product form becomes

$$s\approx\tfrac12\left[\frac{p^2}{2}\cdot2\cdot2+2\cdot\frac{q^2}{2}\cdot\frac{r^2}{2}\right]=p^2+\frac{q^2r^2}{4}.$$

The two lines are $p=r=0$ and $p=q=0$. There is no term in $q^2$ or $r^2$ alone, which is why the quadratic expansion fails.

Consider the region $|q|,|r|<Q$, with $Q$ small but fixed while $s\to0$. Its volume per unit $s$ is

$$v=\int dp\,dq\,dr\;\delta\!\left(s-p^2-\frac{q^2r^2}{4}\right).$$

For given $q,r$ the delta function has roots $p=\pm b$ with $b=\sqrt{s-q^2r^2/4}$. Each contributes $1/(2b)$, so the $p$ integral is $1/b$. The four quadrants of $(q,r)$ are equal:

$$v=4\int_0^Q dq\int_0^Q dr\,\frac{1}{\sqrt{s-q^2r^2/4}},$$

where the integrand is taken only where the root is real. Replace $r$ by $x=qr$, so that $dr=dx/q$. Reality requires $x<2\sqrt s$, and $r<Q$ requires $q>x/Q$. For $2\sqrt s<Q^2$,

$$v=4\int_0^{2\sqrt s}\frac{dx}{\sqrt{s-x^2/4}}\int_{x/Q}^{Q}\frac{dq}{q}
=4\int_0^{2\sqrt s}\frac{\ln(Q^2/x)}{\sqrt{s-x^2/4}}\,dx .$$

Now set $x=2\sqrt s\sin\varphi$. Then $dx/\sqrt{s-x^2/4}=2\,d\varphi$, and

$$v=8\int_0^{\pi/2}\left[2\ln Q-\ln2-\tfrac12\ln s-\ln\sin\varphi\right]d\varphi .$$

The last integral, $I=\int_0^{\pi/2}\ln\sin\varphi\,d\varphi$, equals the same integral with the cosine. Adding the two gives $2I=\int_0^{\pi/2}\ln(\tfrac12\sin2\varphi)\,d\varphi=-\tfrac{\pi}{2}\ln2+I$, so $I=-\tfrac{\pi}{2}\ln2$. The two terms in $\ln2$ cancel:

$$v=4\pi\left[2\ln Q-\tfrac12\ln s\right].$$

Integrating from 0 to $s$ gives the volume $4\pi s[2\ln Q-\tfrac12\ln s+\tfrac12]$. For $s=10^{-4}$ and $Q=0.5$ this is 0.004673, and numerical integration of the local form gives the same figure.

## Joining the regions

Four half-lines, or arms, leave each crossing and run to the nearest W points at $\theta=\pi/2$. Outside the central region the ellipse holds, and one arm contributes per unit $s$

$$\int_Q^{\pi/2}\frac{2\pi\,d\theta}{\sin\theta}
=2\pi\Big[\ln\tan\frac\theta2\Big]_Q^{\pi/2}
=-2\pi\ln\tan\frac Q2\approx2\pi\ln\frac2Q .$$

Adding four arms to the central region gives

$$8\pi\ln Q-2\pi\ln s+8\pi\ln2-8\pi\ln Q=2\pi\ln\frac{16}{s}.$$

The arbitrary length $Q$ has gone. The neglected terms in the central region are relative corrections of order $q^2$ along an arm. Since the arm is weighted by $dq/q$, they add an amount of order $\int_0^Q q\,dq\sim Q^2$, without a logarithm. Letting $s\to0$ first and $Q\to0$ afterwards removes them, so the constant 16 is fixed as well as the prefactor.

The cube contains six crossings, one for each choice of signs $c_i=\pm1$ that are not all equal. It also contains six lines of length $2\pi$, each made of four arms; $6\times4=24$ arms agrees with four at each of six crossings. Dividing by the cube volume,

$$g(s)=\frac{6}{(2\pi)^3}\,2\pi\ln\frac{16}{s}=\frac{3}{2\pi^2}\ln\frac{16}{s}.$$

With $D=g/(4t)$ and $16/s=64t/\delta$,

$$\boxed{D(E)\simeq\frac{3}{8\pi^2t}\ln\frac{64t}{4t-E}},\qquad E\to4t\ \text{from below},$$

with an error that vanishes at the edge. The number of states remains finite:

$$N(s)\simeq\int_0^s g\,ds'=\frac{3s}{2\pi^2}\left[\ln\frac{16}{s}+1\right].$$

This was compared with a direct count over the cube, in which one angle is integrated exactly and the other two on a grid refined near 0 and $\pi$. At $s=10^{-3}$ the count gives $N/s=1.6230$ and the formula 1.6232. At $s=10^{-7}$ the values are 3.0238 and 3.0230. The grid count is uncertain by up to about 0.001, so these differences are mostly grid error. The converged values are 1.6234, slightly above the formula, and 3.0230, equal to it in the digits shown.

The bottom of the same band shows the ordinary behaviour. Near $\Gamma$, $c_ic_j\approx1-(\theta_i^2+\theta_j^2)/2$, so

$$E\approx-12t+4t\theta^2=-12t+ta^2k^2,\qquad \theta^2=\theta_x^2+\theta_y^2+\theta_z^2 .$$

The constant-energy surfaces are spheres, and the density of states starts as a square root.

## Numbers for a copper-like model

Take $a=0.36$ nm, $t=0.30$ eV and one electron per atom. Comparing $ta^2k^2$ with $\hbar^2k^2/(2m^*)$ gives $m^*=\hbar^2/(2ta^2)=0.98$ electron masses. The band runs from $-3.60$ to $1.20$ eV. Its mean density of states is $1/(16t)=0.208$ per eV, atom and spin.

For the edge, $3/(8\pi^2t)=0.12665$ per eV and $64t=19.2$ eV. At 1 meV below the top,

$$D=0.12665\,\ln\frac{19.2}{0.001}=0.12665\times9.863=1.249\ \text{per eV, atom and spin}.$$

The direct count, averaged over a window of $\pm20\%$ in $\delta$, gives 1.250. This is six times the band mean. At 10 meV the count, with the same window, and the formula give 0.960 and 0.957; at 100 meV they give 0.677 and 0.666. The window itself raises each count by about 0.001. The leading law is thus still within 2% of the count at 100 meV. The growth is slow: each factor of ten in $\delta$ adds only about 0.29 per eV.

Half filling puts the Fermi level at 0.275 eV, which is 0.925 eV below the singular edge. That distance is about 36 times $k_BT$ at 300 K, so the edge is essentially empty.

## Finite temperature

Suppose instead that the filling were changed until the chemical potential $\mu$ sat at the edge. The thermal average uses $-\partial f/\partial E$, where $f$ is the Fermi function. With $x=\delta/(k_BT)$ and no states above the edge,

$$\overline D=\int_0^\infty\frac{D(xk_BT)}{4\cosh^2(x/2)}\,dx .$$

The weight alone integrates to $1/2$. The term in $\ln x$ needs

$$J=\int_0^\infty\frac{\ln x}{4\cosh^2(x/2)}\,dx .$$

Expand the weight as $\sum_{n\ge1}(-1)^{n-1}ne^{-nx}$. Its integral with $x^\nu$, for $\nu>0$, is $\Gamma(\nu+1)\eta(\nu)$, where

$$\eta(\nu)=\sum_{n\ge1}\frac{(-1)^{n-1}}{n^\nu}
=\frac12+\frac12\sum_{n\ge1}(-1)^{n-1}\left[n^{-\nu}-(n+1)^{-\nu}\right].$$

The second form averages successive partial sums and remains convergent at $\nu=0$. It gives $\eta(0)=1/2$ and, by Wallis's product,

$$\eta'(0)=\frac12\ln\left(\frac21\cdot\frac23\cdot\frac43\cdot\frac45\cdots\right)=\frac12\ln\frac\pi2 .$$

Since $\Gamma'(1)=-\gamma$, with $\gamma$ Euler's constant, differentiation at $\nu=0$ gives $J=\tfrac12[\ln(\pi/2)-\gamma]$. Therefore

$$\overline D\simeq\frac{3}{16\pi^2t}\left[\ln\frac{64t}{k_BT}-\ln\frac\pi2+\gamma\right].$$

This holds for $k_BT\ll t$, where the thermal weight samples only depths at which the logarithmic law applies, and it refers to an almost full band, about 1.97 electrons per atom at 300 K. Temperature replaces the divergence by a finite value, which still grows as $\ln(1/T)$ when $T\to0$. At 300 K, $k_BT=25.85$ meV and $\overline D\approx0.43$ per eV, atom and spin. One half of the thermal weight falls above the edge, where there are no states.

## Second neighbours remove the divergence at the top unless $t_2=t/2$

Add hopping $-t_2$ to the six sites at distance $a$. The energy gains $-2t_2\sum_i\cos2\theta_i$. On a line of maxima this equals

$$-2t_2(1+1+\cos2\theta)=-2t_2(1+2\cos^2\theta),$$

which is $-6t_2$ at X and $-2t_2$ at W. The degeneracy along the line is lifted by $4|t_2|$.

Let $0<t_2<t/2$ and measure depth from the energy at W, $\delta'=4t-2t_2-E$. Using $\cos2\theta_i=2c_i^2-1$,

$$\delta'=4ts+4t_2\Big(\sum_ic_i^2-2\Big).$$

The identity $\sum_ic_i^2=(\sum_ic_i)^2-2(s-1)$ turns this into

$$\delta'=(4t-8t_2)\,s+4t_2\Big(\sum_ic_i\Big)^2 .$$

Both terms are non-negative, so the top is at W. With $\theta=\pi/2+u$, one has $s\approx(p^2+r^2)/2$ and $(\sum_ic_i)^2\approx u^2$, hence

$$\delta'\approx(2t-4t_2)(p^2+r^2)+4t_2u^2 .$$

These are ordinary ellipsoids. The cube contains 12 W points, and the fraction of states within $\delta'$ of the top is

$$\frac{12}{(2\pi)^3}\,\frac{4\pi}{3}\,\frac{\delta'^{3/2}}{(2t-4t_2)\sqrt{4t_2}},\qquad \delta'\ll\min(4t_2,\;2t-4t_2) .$$

The density of states now vanishes as $\sqrt{\delta'}$. This range shrinks to nothing as $t_2\to t/2$. There the term in $s$ drops out and the top becomes the whole surface $\sum_ic_i=0$, so the fraction of states grows as $\sqrt{\delta'}$ and the density of states diverges as $1/\sqrt{\delta'}$. For $0<t_2<t/2$ the point X is not erased from the density of states. Near it $\delta'\approx4t_2+(4t-4t_2)p^2-4t_2(q^2+r^2)$, an ordinary saddle, so a finite van Hove kink remains at depth $4t_2$. For $t_2<0$ the top is at X, where both parts of the energy are maximal. The new part adds $4|t_2|(p^2+q^2+r^2)$ to the depth, so no curvature is zero and the edge is again a square root. For $t_2>t/2$ write $\delta'=4t-8t_2+2t\big(\sum_ic_i\big)^2+(4t_2-2t)\sum_ic_i^2$. The last two terms are non-negative and vanish only where all $c_i=0$, so the top moves to L, with three nonzero curvatures and again a square-root edge.

For $t_2=0.03$ eV, W lies 120 meV above X. The fraction of states within 10 meV of the respective band top falls from 0.01085 to 0.00125, with $t$ held fixed. The ellipsoid formula gives 0.00122.

## What this says about real copper

The lattice constant is close to that of copper and the mass at $\Gamma$ is close to the free-electron mass, but the single s band is not a description of copper at the Fermi level or near the zone boundary. Real copper has p and d states that mix with the s states. A rough yardstick, which itself contains no d states, is given by free electrons with the same $a$: they lie 11.61 eV above $\Gamma$ at X and 14.51 eV at W, whereas the model puts both points at 4.80 eV. The free-electron energy rises by 2.90 eV along a line that the model makes flat. At one electron per atom the free-electron Fermi level lies 7.1 eV above $\Gamma$, against 3.9 eV in the model, and the density of states there is 0.106 against about 0.435 per eV, atom and spin. The distance of 0.925 eV between Fermi level and edge is therefore a property of the model only. The model therefore gives no ground for expecting this singularity in copper. Even in a material with a nearly ideal s band, an assumed carrier lifetime of 25 fs gives $\hbar/\tau=26$ meV, and structure much finer than that would be blurred.

## Table of computed values

```
GENERAL RESULTS (dimensionless)
states with s<0.3: cube 0.2324, primitive cell 0.2323
slice at theta=90 deg: N/s counted 0.3183, formula 0.3183
slice at theta=30 deg: N/s counted 0.6366, formula 0.6366
slice at theta=9 deg: N/s counted 2.0347, formula 2.0348
local volume at X, s=1e-04, Q=0.5: 0.004673, formula 0.004673
s=1e-03: N/s counted 1.6230, formula 1.6232
s=1e-05: N/s counted 2.3229, formula 2.3231
s=1e-07: N/s counted 3.0238, formula 3.0230
slope of N/s against ln(1/s): 0.1522, 3/(2 pi^2) = 0.1520
EXAMPLE
lattice constant a = 0.36 nm, hopping t = 0.30 eV
mass at Gamma = 0.980 electron masses
band bottom = -3.60 eV, top = 1.20 eV, width = 4.80 eV
mean density of states = 0.2083 per eV, atom and spin
half filling: s = 0.771, Fermi level = 0.275 eV
edge above Fermi level = 0.925 eV
D 1 meV below top: counted 1.250, formula 1.249 /(eV atom spin)
D 10 meV below top: counted 0.960, formula 0.957 /(eV atom spin)
D 100 meV below top: counted 0.677, formula 0.666 /(eV atom spin)
NEGLECTED EFFECTS
temperature = 300 K, kT = 25.85 meV
thermal mean of D at edge = 0.427 /(eV atom spin)
lifetime 25 fs (rough): hbar/tau = 26.3 meV
second-neighbour t2 = 0.03 eV: W above X by 120 meV
band top with t2 = 1.14 eV
fraction within 10 meV of top: t2=0 0.01085, with t2 0.00125
square-root-edge formula with t2, 10 meV: 0.00122
fraction within 50 meV of top: t2=0 0.0442, with t2 0.0157
free electron above Gamma: X 11.61 eV, W 14.51 eV
free-electron rise from X to W = 2.90 eV
```
